# Logarithmic Roughening in the Two-Dimensional Edwards-Wilkinson Equation

## Dimensional argument

Let $h(\mathbf x,t)$ be the height of a film surface above its mean growth front, with $\mathbf x$ a point in the plane. The Edwards-Wilkinson equation is

$$\partial_t h=\nu\nabla^2h+\eta,\qquad \langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t'). \tag{1}$$

The noise $\eta$ is Gaussian with zero mean. The surface starts flat on a periodic square of side $L$, and waves with $|\mathbf k|>\Lambda$ are left out. The roughness variance $W^2$ is the ensemble mean of the spatial variance of $h$, each sample's own mean height being removed.

Equation (1) is linear in $h$, so heights may carry a unit $Z$ separate from the lateral unit $X$. With $T$ the unit of time, $\nu$ has the unit $X^2/T$ and $D$ has $Z^2X^2/T$. Hence $D/\nu$ has the unit $Z^2$, and

$$W^2=\frac D\nu\,F(\nu\Lambda^2t,\ \Lambda L). \tag{2}$$

Suppose that at intermediate times the growth rate $dW^2/dt$ depends on neither $\Lambda$ nor $L$. The available combination of unit $Z^2/T$ is then $D/(\nu t)$, so that

$$\frac{dW^2}{dt}=c\,\frac{D}{\nu t},\qquad W^2=c\,\frac D\nu\ln t+\text{const}. \tag{3}$$

A logarithm needs a length or time to make its argument dimensionless, and here the cutoff must supply it. What remains is to prove the supposition, to find $c$ and the constant, and to locate the ends of the window.

## Solution mode by mode

Write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$ with $h_{\mathbf k}=L^{-2}\int h\,e^{-i\mathbf k\cdot\mathbf x}d^2x$ and $\mathbf k=2\pi\mathbf n/L$, where $\mathbf n$ is a pair of integers. Equation (1) becomes $\dot h_{\mathbf k}=-\nu k^2h_{\mathbf k}+\eta_{\mathbf k}$. One of the two factors $L^{-2}$ in the noise correlation is cancelled by the remaining integral over the square:

$$\langle\eta_{\mathbf k}(s)\eta^*_{\mathbf k'}(s')\rangle=\frac{2D}{L^2}\,\delta_{\mathbf k\mathbf k'}\,\delta(s-s'). \tag{4}$$

Multiplying the mode equation by $e^{\nu k^2t}$ makes its left side a total derivative. With a flat start,

$$h_{\mathbf k}(t)=\int_0^te^{-\nu k^2(t-s)}\eta_{\mathbf k}(s)\,ds. \tag{5}$$

In $\langle|h_{\mathbf k}|^2\rangle$ the delta function removes one of the two time integrals, and the two decay factors combine:

$$\langle|h_{\mathbf k}|^2\rangle=\frac{2D}{L^2}\int_0^te^{-2\nu k^2(t-s)}ds=\frac{D}{\nu k^2L^2}\left(1-e^{-2\nu k^2t}\right). \tag{6}$$

By Parseval's theorem the spatial variance is the sum of $|h_{\mathbf k}|^2$ over $\mathbf k\ne0$, because $h_0$ is the mean height. Therefore

$$W^2=\frac1{L^2}\sum_{0<|\mathbf k|\le\Lambda}S(k,t),\qquad S=\frac{D}{\nu k^2}\left(1-e^{-2\nu k^2t}\right). \tag{7}$$

Waves with $2\nu k^2t\gg1$ have reached the steady spectrum $D/(\nu k^2)$. For longer waves $S\approx2Dt$, since smoothing has not yet acted on them. The border lies at the wavenumber $(2\nu t)^{-1/2}$, which moves towards longer waves as the film grows.

## The logarithm on a large surface

For $L\to\infty$ the sum becomes $L^2\int d^2k/(2\pi)^2$, and the angular integral gives $2\pi$:

$$W^2=\frac{D}{2\pi\nu}\int_0^\Lambda\frac{dk}{k}\left(1-e^{-2\nu k^2t}\right).$$

Put $u=2\nu k^2t$. Then $du/u=2\,dk/k$, and

$$W^2=\frac{D}{4\pi\nu}\int_0^z\frac{1-e^{-u}}u\,du,\qquad z=2\nu\Lambda^2t. \tag{8}$$

To evaluate the integral for $z>1$, split it at $u=1$ and define $E_1(z)=\int_z^\infty e^{-u}du/u$:

$$\int_0^z\frac{1-e^{-u}}u\,du=\ln z+E_1(z)+\left[\int_0^1\frac{1-e^{-u}}u\,du-\int_1^\infty\frac{e^{-u}}u\,du\right].$$

Integrate both terms in the bracket by parts, with $\ln u$ as the integral of $1/u$. The boundary terms vanish, and the bracket becomes $-\int_0^\infty e^{-u}\ln u\,du=-\Gamma'(1)=\gamma\approx0.577$, Euler's constant. Both sides have the same derivative for every $z>0$, so the result also holds below $z=1$:

$$W^2=\frac{D}{4\pi\nu}\left[\ln(2\nu\Lambda^2t)+\gamma+E_1(2\nu\Lambda^2t)\right]. \tag{9}$$

There are two limits. For $z\ll1$ the integrand of (8) is close to 1, so $W^2\approx D\Lambda^2t/(2\pi)$: the variance grows linearly because noise accumulates without smoothing. For $z\gg1$, $E_1(z)<e^{-z}/z$ is negligible and

$$W^2\approx\frac{D}{4\pi\nu}\left[\ln(2\nu\Lambda^2t)+\gamma\right]. \tag{10}$$

Thus $c=1/(4\pi)$ in (3). Equal intervals of $\ln k$ carry equal variance in the steady spectrum, and the border wavenumber moves at a constant rate in $\ln t$; this is the origin of the logarithm. If $\Lambda\to\infty$ at fixed $t$, $W^2$ diverges, so a roughness value has no meaning here until its short-wave limit is stated. It is the variance that is logarithmic; the rms roughness $W$ is its square root.

## A different cutoff

Replace the sharp cutoff by a square lattice of spacing $a$. In (6), $k^2$ becomes $(4-2\cos k_xa-2\cos k_ya)/a^2$, and each wavenumber component runs from $-\pi/a$ to $\pi/a$. The time derivative of the variance then factorises into two equal integrals. With $\theta=k_xa$ and $x=4\nu t/a^2$, each is

$$\frac1{2\pi a}\int_{-\pi}^{\pi}e^{-x(1-\cos\theta)}d\theta=\frac{e^{-x}I_0(x)}a,$$

by the definition of the modified Bessel function $I_0$. Hence

$$\frac{dW^2}{dt}=\frac{2D}{a^2}\left[e^{-x}I_0(x)\right]^2\ \longrightarrow\ \frac{2D}{a^2}\,\frac1{2\pi x}=\frac{D}{4\pi\nu t}. \tag{11}$$

The limit holds for $x\gg1$, where small $\theta$ dominates and the integrand becomes the Gaussian $e^{-x\theta^2/2}$. The lattice thus changes the intercept and leaves the late slope. At $\nu t/a^2=50$ the lattice value of $t\,dW^2/dt$ is $0.0797\,D/\nu$, against the limit $0.0796\,D/\nu$.

A direct simulation of (1) in real space, with 48 samples of $128\times128$ sites, gave a rise in $W^2$ of $(0.166\pm0.003)D/\nu$ between $\nu t/a^2=2$ and 16. The law predicts $0.164\,D/\nu$, including the small finite-size term derived next. The lattice correction to the limit in (11), of relative size $a^2/(16\nu t)$, adds about $0.002\,D/\nu$ over this interval and brings the expected rise to $0.166\,D/\nu$.

## Finite size and saturation

Differentiate (7) with respect to time. For $z\gg1$ the modes above $\Lambda$ would add a negligible part (a fraction of about $e^{-z}$ while $\nu t\ll L^2$), so the sum may be extended to all $\mathbf k\neq0$. Define

$$s=\frac{8\pi\nu t}{L^2},\qquad 2\nu k^2t=\pi sn^2. \tag{12}$$

The sum $\sum_{\mathbf n}f(\mathbf n+\mathbf y)$ is periodic in $\mathbf y$. Expanding it in a Fourier series and setting $\mathbf y=0$ gives Poisson's formula. For a Gaussian $f$ this reads

$$\sum_{\mathbf n}e^{-\pi sn^2}=\frac1s\sum_{\mathbf m}e^{-\pi m^2/s}. \tag{13}$$

The term $\mathbf n=0$ must be subtracted, because the mean height does not count as roughness. Since $dt=L^2ds/(8\pi\nu)$,

$$\frac{dW^2}{ds}=\frac{D}{4\pi\nu}\sum_{\mathbf n\ne0}e^{-\pi sn^2}=\frac{D}{4\pi\nu}\left[\frac1s-1+\frac1s\sum_{\mathbf m\neq0}e^{-\pi m^2/s}\right]. \tag{14}$$

The first term is the logarithmic growth. The second is the loss of the $\mathbf k=0$ mode. The last is of relative order $e^{-\pi/s}=e^{-L^2/(8\nu t)}$ and comes from the periodic images. While it is negligible, integration gives

$$W^2\approx\frac{D}{4\pi\nu}\left[\ln(2\nu\Lambda^2t)+\gamma\right]-\frac{2Dt}{L^2}. \tag{15}$$

The constant is that of (10), because for $L\to\infty$ the two must agree. At finite $L$ a small error remains, since the circle $|\mathbf k|\le\Lambda$ cuts a discrete set of modes; it is small when $\Lambda L\gg1$.

The slope per unit $\ln t$ is $(D/4\pi\nu)(1-s)$. The logarithmic window is therefore

$$\frac1{2\nu\Lambda^2}\ll t\ll\frac{L^2}{8\pi\nu}. \tag{16}$$

For the saturation level, integrate (14) up to $s=1$ in its second form and beyond $s=1$ in its first. At $s=1$ the argument of the logarithm is $2\nu\Lambda^2t=\Lambda^2L^2/(4\pi)$, and the loss term equals 1 in units of $D/(4\pi\nu)$. The image terms follow from the substitution $u=\pi m^2/s$, for which $ds/s=-du/u$:

$$\int_0^1\frac{ds}s\,e^{-\pi m^2/s}=E_1(\pi m^2),\qquad \int_1^\infty e^{-\pi sn^2}ds=\frac{e^{-\pi n^2}}{\pi n^2}.$$

Adding the parts gives

$$W^2_{\rm sat}=\frac{D}{4\pi\nu}\left[\ln\frac{\Lambda^2L^2}{4\pi}+\gamma-1+B\right],\quad B=\sum_{\mathbf n\neq0}\left[E_1(\pi n^2)+\frac{e^{-\pi n^2}}{\pi n^2}\right]\approx0.1009. \tag{17}$$

Equating (10) and (17) defines a crossing time. The cutoff cancels:

$$t_x=\frac{L^2}{8\pi\nu}\,e^{B-1}\approx0.0162\,\frac{L^2}\nu. \tag{18}$$

At $t_x$ the true curve is already bending. There $s=e^{B-1}\approx0.41$, so by (15) $W^2$ lies about $0.41\,D/(4\pi\nu)$ below the point where the two lines meet.

## From deposition to $D$ and $\nu$

Let atoms of volume $\Omega$ arrive independently, building thickness at the rate $R$. In time $t$ an area $A$ receives a Poisson number of atoms with mean and variance $RAt/\Omega$. The thickness averaged over $A$ is $\Omega/A$ times that number, so its variance is $\Omega Rt/A$. Without smoothing, (1) gives $2Dt/A$ for the same quantity. Hence $2D=\Omega R$.

Suppose each atom, on landing, moves downhill by $-\delta\,\nabla h$, where $\delta$ is a length. Volume $R$ per unit area and time is displaced by this amount, which is a current $\mathbf j=-R\delta\,\nabla h$. Conservation of volume gives $\partial_th=-\nabla\cdot\mathbf j=R\delta\,\nabla^2h$, so $\nu=R\delta$. With the thickness $H=Rt$, (10) becomes

$$W^2\approx\frac{\Omega}{8\pi\delta}\left[\ln(2\delta\Lambda^2H)+\gamma\right]. \tag{19}$$

In (19) the rate drops out at fixed $\delta$: a film grown faster is equally rough at equal thickness. This no longer holds if $\delta$ depends on the rate, or if surface diffusion also smooths the film at a speed of its own.

## Worked example: a smooth tantalum film

Take rough values for sputtered tantalum, $\Omega=0.018$ nm³ and $R=0.1$ nm/s, with an assumed $\delta=0.5$ nm and a periodic patch of side $L=1000$ nm. The instrument resolves wavelengths down to 2 nm. Since the modes of (1) are independent, a sharp instrumental limit acts as the cutoff, $\Lambda=2\pi/(2\ \text{nm})=3.14$ nm⁻¹. Then

$$D=\tfrac12(0.018)(0.1)=9.0\times10^{-4}\ \text{nm}^4/\text{s},\qquad \nu=(0.1)(0.5)=0.05\ \text{nm}^2/\text{s},$$

$$\frac{D}{4\pi\nu}=\frac{9.0\times10^{-4}}{4\pi(0.05)}=1.43\times10^{-3}\ \text{nm}^2.$$

At $H=100$ nm, $t=1000$ s and $z=2(0.05)(9.87)(1000)=987$. The bracket in (10) is $6.89+0.58=7.47$, so $W^2=0.0107$ nm² and $W=0.103$ nm. The mode sum (7) gives:

| $H$ (nm) | $W^2$ (nm²) | $W$ (nm) |
|---:|---:|---:|
| 1 | 0.0041 | 0.064 |
| 10 | 0.0074 | 0.086 |
| 100 | 0.0107 | 0.103 |
| 1000 | 0.0140 | 0.118 |
| 10000 | 0.0171 | 0.131 |

Each decade adds about $0.0033$ nm², which is $\ln10$ times the slope. The last step is smaller because the finite patch has removed 13 % of the slope at 10000 nm. Formula (15) agrees with the mode sum to the digits shown. The first row covers only a few atomic layers, where a continuous height is a crude description. In every row $W$ is also below one atomic layer, about 0.23 nm between the (110) planes of bcc tantalum. On a crystalline film a half-filled layer of terraces alone has an rms height of about 0.12 nm. Equation (1) has no layers, so the table cannot be carried over to a film whose terraces the instrument resolves.

A power law fitted over a short range would give a local exponent $d\ln W/d\ln t=1/[2(\ln z+\gamma)]$, about 0.07 at 100 nm. It falls as the film thickens and depends on the cutoff, so it is not a growth exponent.

From (18), $t_x=3.2\times10^5$ s, or 32 µm of film, and the saturated roughness is 0.138 nm. A film of 100 nm is far from saturation on this patch. A scan window cut from a larger film has no periodic edges, so (17) does not give its saturation level.

## Effects left out

**Substrate roughness.** A substrate with rms roughness $w_0$ and correlation $w_0^2e^{-r^2/\xi^2}$ has the spectrum $\pi\xi^2w_0^2e^{-k^2\xi^2/4}$. Each mode's variance decays as $e^{-2\nu k^2t}$. For $\Lambda\xi\gg1$ the remaining variance is

$$\frac{w_0^2\xi^2}2\int_0^\infty k\,e^{-k^2(\xi^2/4+2\nu t)}dk=\frac{w_0^2}{1+8\nu t/\xi^2}. \tag{20}$$

This adds to $W^2$, because the deposition noise is independent of the substrate. For $w_0=0.1$ nm and $\xi=10$ nm, $0.0020$ nm² is left at 100 nm, or 19 % of the growth-induced variance. Its slope per unit $\ln t$ is $-1.6\times10^{-3}$ nm², larger in size than the growth slope of $+1.43\times10^{-3}$ nm². The total variance is therefore falling slightly at this thickness, and the logarithm is hidden. At 1000 nm the substrate slope is $-2.4\times10^{-4}$ nm², and growth dominates.

**Surface diffusion.** Adding $-\nu\ell^2\nabla^4h$ to (1) multiplies the decay rate $\nu k^2$ by $1+\ell^2k^2$ and divides the steady spectrum by the same factor. When $\nu t\gg\ell^2$, the waves still growing have $\ell k\ll1$ and are unaffected, so the slope stays. The short waves lose

$$\frac{D}{2\pi\nu}\int_0^\Lambda\frac{\ell^2k\,dk}{1+\ell^2k^2}=\frac{D}{4\pi\nu}\ln(1+\ell^2\Lambda^2). \tag{21}$$

An assumed $\ell=0.5$ nm lowers $W^2$ by $0.0018$ nm², which is 17 % of its value at 100 nm.

**Nonlinear growth.** Growth along the local normal has the vertical rate $R\sqrt{1+(\nabla h)^2}$, which adds $(\lambda/2)(\nabla h)^2$ to (1) with $\lambda=R$. To leading order its fluctuations act on long waves as extra noise, of strength

$$2\Delta D=\frac{\lambda^2}4\int dt\int d^2x\,\mathrm{Cov}\left[(\nabla h)^2(\mathbf x,t),(\nabla h)^2(0,0)\right].$$

For Gaussian $h$ the covariance is $2\sum_{ij}\langle\partial_ih\,\partial_jh'\rangle^2$. By Parseval its space integral is $2\int q^4C_q^2\,d^2q/(2\pi)^2$, with the steady correlation $C_q=(D/\nu q^2)e^{-\nu q^2|t|}$. The time integral of $C_q^2$ is $D^2/(\nu^3q^6)$, so

$$\frac{\Delta D}D=\frac{\lambda^2D}{4\nu^3}\int\frac{d^2q}{(2\pi)^2q^2}=\frac{\lambda^2D}{8\pi\nu^3}\ln\left(\Lambda_a\sqrt{2\nu t}\right). \tag{22}$$

The lower limit is the border wavenumber $(2\nu t)^{-1/2}$. The upper limit $\Lambda_a=\sqrt{4\pi}\,\Omega^{-1/3}=13.5$ nm⁻¹ allows one mode per atomic area $\Omega^{2/3}$. At 100 nm, $\lambda^2D/\nu^3=0.072$ and the logarithm is 4.9, so the added noise is roughly 1.4 % if the spectrum of (1) extends to $\Lambda_a$. Surface diffusion, which weakens the short waves, would lower this figure. The effect of the nonlinear term on $\nu$ is not included in the estimate.

**Slopes.** Weighting the steady spectrum with $k^2$ gives $\langle(\nabla h)^2\rangle=D\Lambda^2/(4\pi\nu)$. The rms slope is 0.12 in the resolved band but 0.51 up to $\Lambda_a$. Small slopes are not the only condition: the linear current also needs the downhill shift $\delta|\nabla h|$ to be short compared with $1/k$. Shift times cutoff is about 0.19 in the resolved band, but about 3.5 at $\Lambda_a$, where atoms would overshoot the valleys. The landing rule is therefore taken to act on the surface smoothed to the resolved band. Alone, it would leave the shorter waves unsmoothed, with a spectrum that grows roughly as $2Dt$, so another process, such as surface diffusion, must smooth them. Estimate (22), which extends (1) to $\Lambda_a$, is only a rough one. For a real film, $D$ and $\nu$ are best regarded as effective constants to be fixed from a measured spectrum.

**The real film.** The atomic volume is close to that of the bulk metal and the rate is an ordinary one for sputtering, but $\delta$ is a model length. Halving it at 100 nm doubles the prefactor in (19) and lowers the bracket by $\ln2$, so $W^2$ rises by a factor $2(7.47-0.69)/7.47\approx1.8$. Sputtered tantalum can also form grains and columns, helped by shadowing of oblique flux. Equation (1) contains neither, and their contribution cannot be sized from it; a roughness near 0.1 nm therefore describes an idealised smooth film. To compare a real one with (10), keep the instrumental band fixed, stay within the window (16), and subtract the decayed substrate spectrum. The curve of $W$ against thickness cannot establish the logarithm over a single decade: from 100 to 1000 nm, a fitted power law with exponent 0.058 follows (10) to about 0.3 %. The measured spectrum is a more direct test. Once the substrate part is subtracted, this model gives it the form of $S$ in (7) for waves with $\ell k\ll1$, with a border wavenumber that falls as $H^{-1/2}$. The numerical output below gives the values used here.

## Computed values

```
Atomic volume Omega (rough, Ta): 0.018 nm^3
Thickness rate R: 0.10 nm/s
Downhill shift per unit slope delta: 0.50 nm
Patch side L: 1000 nm
Shortest resolved wavelength: 2.0 nm
Cutoff Lam: 3.1416 1/nm
Noise strength D: 9.00e-04 nm^4/s
Smoothing coefficient nu: 0.050 nm^2/s
Start-up time 1/(2 nu Lam^2): 1.013 s
Slope D/(4 pi nu) per unit ln t: 1.4324e-03 nm^2
Slope per decade of time: 3.2982e-03 nm^2
Thickness nm | time s | W2 mode sum nm^2 | W2 law nm^2 | W nm
1 | 10 | 0.004106 | 0.004106 | 0.0641
10 | 100 | 0.007404 | 0.007404 | 0.0860
100 | 1000 | 0.010701 | 0.010701 | 0.1034
1000 | 10000 | 0.013983 | 0.013983 | 0.1182
10000 | 100000 | 0.017119 | 0.017119 | 0.1308
W2 mode sum at 100000 nm: 0.018947 nm^2
Rise of W2 from 100 to 1000 nm, mode sum: 3.2820e-03 nm^2
Slope lost to finite L at 1000 nm: 1.26 %
Slope lost to finite L at 10000 nm: 12.57 %
Constant B: 0.100880 (no unit)
Saturated W2, formula: 0.018982 nm^2
Saturated W2, mode sum: 0.018982 nm^2
Saturated W: 0.1378 nm
Crossing time t_x: 3.2382e+05 s
Thickness at t_x: 32.38 um
t_x nu/L^2: 0.01619 (no unit)
Simulated rise, nu t/a^2 from 2 to 16: 0.1656 D/nu
Standard error of simulated rise: 0.0034 D/nu
Rise from the law: 0.1638 D/nu
Lattice slope at nu t/a^2 = 50: 0.07968 D/nu
Limit 1/(4 pi): 0.07958 D/nu
Substrate rms w0: 0.10 nm
Substrate correlation length xi: 10.0 nm
Substrate variance left at 100 nm: 2.000e-03 nm^2
Its slope per unit ln t at 100 nm: -1.600e-03 nm^2
Substrate variance left at 1000 nm: 2.439e-04 nm^2
Its slope per unit ln t at 1000 nm: -2.380e-04 nm^2
Surface-diffusion length ell (assumed): 0.50 nm
Drop of W2 by surface diffusion: 1.781e-03 nm^2
Same drop relative to W2 at 100 nm: 16.6 %
Atomic cutoff: 13.53 1/nm
Log range ln(Lam_atom sqrt(2 nu t)), 100 nm: 4.907 (no unit)
Noise gain by nonlinearity at 100 nm: 1.41 %
Rms slope in the resolved band: 0.119 (no unit)
Rms slope up to the atomic cutoff: 0.512 (no unit)
Sampled/factorised gradient noise: 1.008 (no unit)
```
